# Why dislocation traps fill logarithmically with pulse duration

A reverse-biased junction is pulsed towards zero bias, so that electrons flood a region full of empty traps. The bias is then restored, and the capacitance transient reveals how many electrons were caught. Isolated point defects give a signal that rises exponentially with pulse length and levels off. Dislocated material can instead give a signal that gains a nearly equal amount for every tenfold longer pulse, over several decades. The question is what makes the later electrons so slow, and what such a curve can tell about the material.

## What happens at the line

A dislocation carries its traps in a row. Let there be $\lambda_t$ sites per unit length, neutral when empty and negative when filled, and let $\lambda$ of them be filled. Each captured electron repels the next, so capture slows although most sites are still empty. In a dilute set of point defects this repulsion is absent.

The algebra uses atomic units, with relative permittivity $\varepsilon$ and energies counted positive upward for electrons. For numbers, $1/\varepsilon$ becomes $e^2/(4\pi\varepsilon_0\varepsilon)$, which is 0.1231 eV nm for $\varepsilon=11.7$.

**Screening.** The charged line expels mobile electrons from a cylinder of radius $R$, leaving ionized donors of density $N$. Neutrality requires

$$\pi R^2N=\lambda .$$

At radius $r$ the enclosed negative charge per length is $\lambda-\pi r^2N=\lambda(1-r^2/R^2)$. By Gauss's law the outward force on an electron is $(2\lambda/\varepsilon)(1/r-r/R^2)$. Integrating from $r$ to $R$, where the energy is zero, gives

$$U(r)=\frac{2\lambda}{\varepsilon}\left[\ln\frac Rr-\frac12+\frac{r^2}{2R^2}\right].$$

**The inner cutoff.** This diverges at $r=0$ because the charge was smeared along the line. In reality the charges are a distance $d=1/\lambda$ apart on average, and an arriving electron prefers the middle of a gap. Take regular spacing and $K$ charges on each side of a midpoint. Their repulsion there is

$$\frac{2}{\varepsilon d}\sum_{j=1}^{K}\frac1{j-1/2}\simeq\frac{2\lambda}{\varepsilon}\ln(4Ke^{\gamma}),$$

where $\gamma$ is Euler's constant. The sum equals $2H_{2K}-H_K$, with $H_K=\sum_{j\le K}1/j\simeq\ln K+\gamma$. A smeared line of the same length $2Kd$ gives, at a small distance $r$, the energy $(2\lambda/\varepsilon)\ln(2Kd/r)$. The two agree at $r=\rho$, where

$$\rho=\frac{d\,e^{-\gamma}}2=\frac{e^{-\gamma}}{2\lambda}.$$

The donor term $r^2/2R^2$ vanishes on the axis, so the barrier at the midpoint is

$$\Phi(\lambda)=\frac{2\lambda}{\varepsilon}\left[\ln\frac R\rho-\frac12\right].$$

No core radius has to be fitted. The cylinder picture requires $R\gg d$, so it does not describe the first few electrons.

**How linear is it?** Since $R\propto\lambda^{1/2}$ and $\rho\propto\lambda^{-1}$, the ratio $R/\rho$ grows as $\lambda^{3/2}$, and $d\ln(R/\rho)/d\lambda=3/(2\lambda)$. The slope is therefore

$$\alpha=\frac{d\Phi}{d\lambda}=\frac2\varepsilon\left[\ln\frac R\rho-\frac12\right]+\frac{2\lambda}{\varepsilon}\frac{3}{2\lambda}=\frac2\varepsilon\left[\ln\frac R\rho+1\right].$$

It changes slowly, through a logarithm. Around a reference density $\lambda_*$ the barrier is close to its tangent,

$$\Phi\simeq\alpha\lambda-\Phi_0,\qquad \Phi_0=\alpha\lambda_*-\Phi(\lambda_*)=\frac{3\lambda_*}{\varepsilon},$$

with $\alpha$ taken at $\lambda_*$. The linear barrier is thus a local approximation, and so is the logarithm that follows from it.

## Why the barrier makes a logarithm

Let the free-electron density far from the line be $n=N$. If electrons around the line are in thermal equilibrium with those outside, their density at the midpoint is $n e^{-\Phi/k_BT}$. With capture cross-section $\sigma$ and mean thermal speed $v$, an empty site without a barrier captures at the rate $w=\sigma vn$. Hence

$$\frac{d\lambda}{dt}=w(\lambda_t-\lambda)e^{-\Phi/k_BT}-e_0\lambda .$$

The charge lifts the local band edge and the trap level together, so an electron still needs the trap depth $E_t$ to escape. The emission rate keeps its value $e_0=\sigma vN_ce^{-E_t/k_BT}$, where $N_c$ is the effective density of states and the degeneracy factor is set to one. Setting the right side to zero gives $\lambda/(\lambda_t-\lambda)=(n/N_c)e^{(E_t-\Phi)/k_BT}$, the equilibrium occupation of a level raised by $\Phi$, as detailed balance demands.

Now neglect emission, use the tangent barrier, and hold the number of vacancies at $\lambda_t-\lambda_*$. With $b=\alpha/k_BT$,

$$\frac{d\lambda}{dt}=We^{-b\lambda},\qquad W=w(\lambda_t-\lambda_*)e^{\Phi_0/k_BT}.$$

Separating the variables and starting from an empty line gives

$$\int_0^\lambda e^{bx}dx=\frac{e^{b\lambda}-1}{b}=Wt,$$

and therefore

$$\boxed{\lambda(t)=\frac1b\ln\left(1+\frac t\tau\right)},\qquad \tau=\frac1{bW}.$$

Because $t+\tau=\tau e^{b\lambda}$, each additional density $1/b$ multiplies the elapsed time $t+\tau$ by $e$. For $t\ll\tau$ the law is linear, $\lambda\simeq Wt$. For $t\gg\tau$ each decade adds

$$\Delta\lambda_{10}=\frac{\ln10}{b}=\frac{k_BT\ln10}{\alpha}.$$

The cross-section sits inside $\tau$, so at a given $\alpha$ it moves the curve along the time axis without changing this gain. For a fixed range of pulses it still matters indirectly, because it decides which $\lambda$, and hence which local slope $\alpha$, the pulses reach.

The linear growth matters. Without a barrier the filled fraction is $1-e^{-wt}$. With a barrier proportional to $\lambda^2$, the density grows roughly as $\sqrt{\ln t}$ and the gain per decade shrinks.

**When sites run short.** Keep the linear barrier but restore the factor $\lambda_t-\lambda$, and write $w'=we^{\Phi_0/k_BT}$. With $s=\lambda_t-x$,

$$w't=\int_0^\lambda\frac{e^{bx}}{\lambda_t-x}dx=e^{b\lambda_t}\int_{\lambda_t-\lambda}^{\lambda_t}\frac{e^{-bs}}sds$$

$$=e^{b\lambda_t}\left[E_1\big(b(\lambda_t-\lambda)\big)-E_1(b\lambda_t)\right],\qquad E_1(x)=\int_x^\infty\frac{e^{-y}}ydy .$$

If $b(\lambda_t-\lambda)\gg1$, then $E_1(x)\simeq e^{-x}/x$, and the logarithm returns with the current number of vacancies in its prefactor. In the opposite limit $E_1(x)\simeq-\gamma-\ln x$, so $\lambda_t-\lambda$ decays as $\exp(-w'e^{-b\lambda_t}t)$. In this model the last sites fill exponentially, at a rate set by the fully charged line, provided emission is still negligible. Two limits apply. A vacancy in a nearly full row has its neighbours at $\pm d$, not $\pm d/2$, so the sum runs over $1/j$ and its barrier lies $(2\lambda_t/\varepsilon)\ln4$ below the midpoint value. The regime is also reached only for sparse sites: in the example below, with one site per nm, $\Phi(\lambda_t)$ would be 1.75 eV, and emission stops the filling at a quarter of the sites.

**When emission takes over.** Write $r(\lambda)=w(\lambda_t-\lambda)e^{-\Phi/k_BT}$ for the capture rate with the curved barrier. The time to reach $\lambda$ without emission is $t=\int_0^\lambda dx/r(x)$. The integrand rises nearly as $e^{bx}$, so its upper end dominates and $t\simeq1/[b(\lambda)r(\lambda)]$, with $b(\lambda)$ the local slope over $k_BT$. Two results follow. The local gain is $d\lambda/d\ln t=rt\simeq1/b(\lambda)$. At the equilibrium density $\lambda_{eq}$, where $r=e_0\lambda_{eq}$, the logarithmic window ends near

$$t_{end}\simeq\frac1{b(\lambda_{eq})\,e_0\lambda_{eq}} .$$

## How large it is

The example takes rough round parameters in the regime of dislocated n-type silicon: 250 K ($k_BT=0.02154$ eV), $N=10^{15}$ cm⁻³, one site per nm, $E_t=0.50$ eV and $\sigma=10^{-15}$ cm². The thermal speed is $1.93\times10^7$ cm/s, so $w=1.93\times10^7$ s⁻¹, while $e_0=34$ s⁻¹.

Choose $\lambda_*=0.16$ nm⁻¹, a charge every 6.25 nm. Then $\rho=1.755$ nm, $R=225.7$ nm and $\ln(R/\rho)=4.857$. The barrier and its slope are

$$\Phi=2(0.1231)(0.16)(4.357)=0.172\ \text{eV},$$

$$\alpha=2(0.1231)(5.857)=1.44\ \text{eV nm}=14.4\ \text{eV Å}.$$

An explicit sum over point charges and a donor cylinder gives the same values to the printed digits. Dividing by $k_BT$ gives $b=66.9$ nm, and

$$\Delta\lambda_{10}=\frac{2.303}{66.9}=0.0344\ \text{nm}^{-1}=0.00344\ \text{Å}^{-1}.$$

The tangent offset is $\Phi_0=0.0591$ eV, or $2.74\,k_BT$. Hence $W=1.93\times10^7\times0.84\times e^{2.74}=2.5\times10^8$ nm⁻¹ s⁻¹ and $\tau=6.0\times10^{-11}$ s. This $\tau$ is an extrapolation constant: at $\lambda=0$ the tangent barrier is negative, which is unphysical. An uncharged line captures at $w\lambda_t=1.93\times10^7$ nm⁻¹ s⁻¹ and needs about 0.8 ns to collect $1/b=0.015$ nm⁻¹, so the slowing begins much later than $\tau$ suggests.

The next table compares the logarithmic law with the full rate equation, which has the curved barrier, finite sites and emission.

| Pulse | Log law (nm⁻¹) | Full equation (nm⁻¹) | Barrier, full (eV) |
|---|---|---|---|
| 0.1 μs | 0.111 | 0.107 | 0.099 |
| 1 μs | 0.145 | 0.145 | 0.150 |
| 10 μs | 0.180 | 0.180 | 0.200 |
| 100 μs | 0.214 | 0.212 | 0.249 |

The largest deviation is 3.6% of the full value, at the shortest pulse. Only about a fifth of the sites are filled after 100 μs. Isolated traps with the same $w$ would be 99% full after 0.24 μs.

The full curve is not perfectly straight: its successive decades add 0.0377, 0.0346 and 0.0325 nm⁻¹, a fall by a factor 1.16 from first to last. Most of this comes from the slowly steepening barrier. Between the middles of those two decades, $\lambda\approx0.126$ and 0.196 nm⁻¹, $\ln(R/\rho)+1$ rises from 5.50 to 6.16, a factor 1.12.

Equilibrium lies at 0.250 nm⁻¹, with a barrier of 0.309 eV, and $t_{end}=1.6$ ms. Integrating the capture time up to this density gives the same value to two digits. At 100 μs emission has removed only 0.0004 nm⁻¹.

Regular spacing is an idealization. It was tested by placing electrons one at a time, at random with the local capture rates, on a ring of 4000 sites without emission. The pair repulsion was screened over a length that makes a uniform line reproduce the cylinder barrier. Averaged over four runs, the gain was 0.0378 nm⁻¹ per decade, 8% above the 0.0349 of the full equation. The comparison does not separate the causes: with random positions, sites in wide gaps have a lower barrier than the regular midpoint, and sites close to a charge have a higher one. With emission switched on, such a ring settles near 0.27 nm⁻¹, so the equilibrium value 0.250 nm⁻¹ also carries an uncertainty of about 8% from the spacing assumption.

## What the model leaves out

**Soft edge of the cylinder.** The Debye length is 118 nm, not small beside $R$. Solving the Poisson–Boltzmann equation outside $\rho$ raises the barrier by 0.54 to 0.66 $k_BT$ between the shortest and longest pulse. Divided by $b$, this lowers $\lambda$ by just under 0.01 nm⁻¹; the slope rises by 1.7%.

**Tunnelling.** Near the line the barrier top is only a few nanometres wide. A semiclassical estimate along a straight radial path multiplies the capture rate by 1.6 at the shortest pulse and 4.5 at the longest for a mass of 0.19 electron masses, and by 1.2 and 2.0 for 0.92. The light-mass factors raise $\lambda$ by 0.008 and 0.021 nm⁻¹. The difference, spread over three decades, adds 0.0045 nm⁻¹ per decade, about 13%. This is the largest of the corrections sized here to the gain. The estimate ignores confinement along the line, which works against tunnelling: the three-dimensional quantum equilibrium density at the midpoint exceeds the classical one only by factors 1.1 and 3.0 for mass 0.19, and 1.0 and 1.2 for mass 0.92. On that measure the gain rises by 2% to 14%, depending on the mass and on the orientation of the valley. Detailed balance requires tunnelling to speed emission by the same factor as capture, so the equilibrium density is unchanged but is reached sooner: with the radial factors, $t_{end}$ falls from 1.6 ms to about 0.25 ms (light mass) or 0.7 ms (heavy mass).

**Supply of electrons.** Let $n_r$ be the local electron density and $D$ the diffusion constant. A steady inward current $J$ per length, carried by diffusion and drift, obeys $J=2\pi rD\,e^{-U/k_BT}\,d(n_re^{U/k_BT})/dr$. In equilibrium $n_re^{U/k_BT}$ is constant and equal to $n$. With a current it drops between $R$ and $\rho$ by the fraction $(J/2\pi Dn)\int_\rho^R e^{U/k_BT}dr/r$. For a mobility of 1500 cm²/Vs this is $4\times10^{-4}$ at $\lambda_*$. Diffusion is not a valid picture closer to the line than the mean free path, about 40 nm here. There the captured current can be compared with the thermal flux, $n_\rho v/4$ per area, onto a cylinder of radius $\rho$. The ratio is $2\sigma(\lambda_t-\lambda_*)/(\pi\rho)\approx0.03$. Both numbers are small, which supports the equilibrium factor used above.

**Strong fields and degeneracy.** The smeared-line field at $\rho$ is about 0.22 MV/cm at $\lambda_*$ and 0.39 MV/cm at the longest pulse; for the discrete row the field in the plane through a midpoint peaks at about half of these values. Such fields act over a few nanometres only, and the energy an electron can gain from the line is of the size of the barrier, 0.25 eV at the longest pulse, and up to about 0.3 eV from the few filled sites that lie close to another charge. That is well below the gap of about 1.1 eV, so the line's own field cannot cause avalanche ionization. With $n/N_c=5\times10^{-5}$ the electrons are non-degenerate.

**Real dislocations.** The values of $\sigma$, $E_t$ and $\lambda_t$ vary with core structure and impurity decoration, and those used here are illustrative. A tenfold error in $\sigma$ shifts the curve by one decade, or 0.034 nm⁻¹, and moves $t_{end}$ as well. Isolation of the lines is a more fragile assumption. At $10^7$ cm⁻² their mean spacing is 3.2 μm, far above $R$. At $10^9$ cm⁻², all donors together could supply only $10^{15}/10^9=10^6$ electrons per cm of line, or 0.1 nm⁻¹, less than half of the value calculated for 100 μs. Dense networks and tangles therefore need a different electrostatic model.

## What to do about it

**Plot the amplitude against $\ln t$.** Use at least three decades of pulse length, at fixed temperature and bias. Expect slight downward curvature. An exponential fit returns a rate that depends on the chosen pulses: in the example the effective cross-section $\sigma e^{-\Phi/k_BT}$ falls by a factor $e^{-4.6}\approx10^{-2}$ at 0.1 μs and $e^{-11.6}\approx10^{-5}$ at 100 μs. State the pulse length with any quoted trap density, because the signal has not saturated.

**Stay inside the window.** Emission relative to capture is roughly $be_0\lambda t$, about 5% at 100 μs in the example. Keeping this product below 0.1 keeps emission a small correction, provided $e_0$ includes any tunnelling enhancement; with the radial factors above, the ratio at 100 μs becomes about 0.1 for the heavy mass and 0.26 for the light one. Warming shortens the window quickly: at 300 K, $t_{end}$ is 31 μs. With $\alpha$ held fixed, the gain rises in proportion to temperature, to 0.041 nm⁻¹ per decade. The usable window at 300 K, from a barrier of $3k_BT$ near 20 ns to emission at a tenth of capture near 4 μs, spans only about two decades, against about four at 250 K, so three decades require the lower temperature.

**Use the gain for a line density, with care.** For a dislocation density $\rho_d$, the captured volume density grows by $\rho_d\Delta\lambda_{10}$ per decade. At $10^7$ cm⁻² this is about $3.4\times10^{12}$ cm⁻³. A measured gain can thus be turned into an active line density if the lines are isolated and the doping is known. The conversion also depends weakly on $\sigma$: over 0.1 to 100 μs the mean gain of the full equation is 0.0385 nm⁻¹ for $\sigma=10^{-16}$ cm² and 0.0317 nm⁻¹ for $10^{-14}$ cm², about 10% per decade of $\sigma$. In the example the captured density after 100 μs is 2% of the donors, small enough for the capacitance change to be nearly proportional to it.

**Exclude the junction edge.** In the tail of the depletion region, at depth $x$, the electron density falls as $e^{-1-x^2/2L^2}$ once $x$ exceeds the Debye length $L$. For long pulses even point traps there fill out to $x\simeq L\sqrt{2[\ln(wt)-1]}$. In the example this front lies within about 0.03 μm of the depletion edge at 0.1 μs and about 0.43 μm inside it at 100 μs. Subtracting signals taken with two pulse heights does not remove this tail, because the capacitance weights trapped charge by its distance from the junction. The difference comes from a window of fixed width that slides towards the junction as the pulse lengthens, so it falls by about the shift of the front divided by the mean distance of the window. For point traps with the example's parameters, a built-in voltage of 0.7 V and a reverse bias of 5 V, the signal of a pulse to zero bias grows by 5% between 1 and 100 μs, while the difference between pulses to 0 and 1 V of reverse bias falls by 20%. The tail is smallest relative to the signal for a large pulse from a large reverse bias, and what remains should be modelled.

**Do not identify dislocations from the logarithm alone.** Let independent sites have rates $q$ spread evenly in $\ln q$ between $q_1$ and $q_2$. For $q_1t\ll1\ll q_2t$ their filled fraction is

$$\frac{1}{\ln(q_2/q_1)}\int_{q_1}^{q_2}(1-e^{-qt})\frac{dq}q\simeq\frac{\ln(q_2t)+\gamma}{\ln(q_2/q_1)},$$

again a logarithm, with no barrier at all. For rates from $10^2$ to $10^{10}$ s⁻¹, the last of the three decades gains 0.996 times the first. A quadratic barrier $k_BTb\lambda^2/\lambda_*$ with the same $W$ gives 0.79, and the curved barrier of the full equation gives 0.86. These ratios depend on the prefactor: the quadratic barrier gives 0.85 with $W$ a hundred times larger, and the curved barrier gives 0.80 with $\sigma$ ten times smaller. Curvature therefore cannot separate barrier shapes unless $\sigma$ is known. Nor can it prove that a barrier exists, because a spread whose weight per $\ln q$ rises by about 8% per decade of rate also gives 0.86. The case for dislocations is stronger if the gain scales with an independently counted line density at fixed doping and temperature, and has the size predicted by $k_BT\ln10/\alpha$. The numerical output below lists the main computed values.

## Calculated quantities

```
Temperature 250 K, kT = 0.02154 eV; permittivity 11.7
Donors 1.0e+15 cm^-3; trap sites 1.0 per nm
Trap depth 0.50 eV; cross-section 1.0e-15 cm2
Speed mass 0.26, density-of-states mass 1.08 (electron masses)
Mean thermal speed 1.926e+07 cm/s
Capture rate per empty site, no barrier: 1.926e+07 1/s
Emission rate per filled site: 34.37 1/s
Coulomb strength e^2/(4 pi eps): 0.1231 eV nm
Reference captured density: 0.160 per nm
Charge spacing there: 6.25 nm; cutoff 1.755 nm
Donor cylinder radius there: 225.7 nm
Barrier there: formula 0.17159 eV
Barrier there: charge sum 0.17159 eV
Barrier slope: formula 1.4417 eV nm = 14.417 eV angstrom
Barrier slope: charge sum 1.4417 eV nm
Tangent offset: 0.05908 eV
b = slope/kT: 66.92 nm; 1/b = 0.01494 per nm
Time constant tau: 5.950e-11 s
Gain per decade, log law: 0.03441 per nm = 0.003441 per angstrom
Pulse 1e-07 s, captured per nm: log law 0.1110, full 0.1072, random 0.1069
  finite sites, linear barrier 0.1121 per nm; full-model barrier 0.0991 eV
Pulse 1e-06 s, captured per nm: log law 0.1454, full 0.1448, random 0.1463
  finite sites, linear barrier 0.1459 per nm; full-model barrier 0.1500 eV
Pulse 1e-05 s, captured per nm: log law 0.1798, full 0.1795, random 0.1842
  finite sites, linear barrier 0.1797 per nm; full-model barrier 0.2001 eV
Pulse 1e-04 s, captured per nm: log law 0.2142, full 0.2120, random 0.2203
  finite sites, linear barrier 0.2135 per nm; full-model barrier 0.2493 eV
Full-model gain in each decade (per nm): [0.03768 0.03464 0.03249]
Mean gain per decade, full model: 0.03494 per nm
Mean gain per decade, random capture: 0.03781 per nm
Largest log-law deviation from full model: 3.58 percent
Loss by emission at longest pulse: 0.00035 per nm
Equilibrium density: 0.2497 per nm; barrier 0.3089 eV
End of log window: formula 1.563e-03 s, integral 1.556e-03 s
No barrier: 99 percent filled after 2.391e-07 s
Last/first decade gain: linear barrier 1.0002
Last/first decade gain: quadratic barrier 0.7854
Last/first decade gain: spread rates, no barrier 0.9961
Debye length: 118.0 nm
Poisson-Boltzmann barrier excess, shortest/longest pulse: 0.539 / 0.656 kT
Poisson-Boltzmann / cylinder barrier slope: 1.0167
Tunnelling rate factor, mass 0.19, shortest/longest pulse: 1.59 / 4.54
Tunnelling rate factor, mass 0.92, shortest/longest pulse: 1.24 / 1.97
Density shift by tunnelling, mass 0.19: 0.0077 / 0.0211 per nm
Capture/diffusion-supply ratio: 4.36e-04 (mobility 1500 cm2/Vs)
Degeneracy measure n/Nc: 4.67e-05
Line field at cutoff radius: 0.224 MV/cm; gap about 1.1 eV
Dislocations 1e+07 cm^-2: mean spacing 3162 nm
Captured/donor density, longest pulse: 0.0212
At 300 K: gain per decade 0.04129 per nm, window end 3.120e-05 s
```
